Primitive and bounded path-integral actions for an attractive Coulomb centre, part 1

(Sections cited here and not found follow in the second part.)

**The primitive path integral for an attractive Coulomb centre, and the actions that replace it**

For H = T + V with T = −∇²/2 and V = −Z/r, Z > 0, the primitive imaginary-time path integral, in which each time slice of length τ carries a free Gaussian link and a factor exp(−τV), is infinite for every τ > 0 and every number of slices M ≥ 2, because exp(Zτ/r) cannot be integrated over a neighbourhood of r = 0. No limit M → ∞ can be taken through a sequence of infinite terms. The failure belongs to the discretization and not to the physics. The exact kernel ρ(r,r′;τ) = ⟨r|e^(−τH)|r′⟩ exists and obeys, for all r and r′,

 ρ0 ≤ ρ ≤ B(x) ρ0,  B(x) = 1 + √(2π) x e^(2x²) (1 + erf(√2 x)),  x = Z√τ,

where ρ0 is the free kernel. The pair action u = −ln(ρ/ρ0) is therefore bounded and gives the exact one-pair result for any M. The first-cumulant action u1 obeys |u1| ≤ Z√(2πτ), gives an energy E1(τ) ≥ E0 = −Z²/2 that tends to E0, and has a leading time-step error of order τ^(3/2).

**Conventions**

Atomic units are used and the nucleus is fixed at the origin. H is the usual self-adjoint Coulomb Hamiltonian. Fourier transformation of e^(−τk²/2) gives

 ρ0(r,r′;τ) = (2πτ)^(−3/2) exp(−|r − r′|²/2τ).

In infinite space the trace of e^(−βH) diverges with the volume whatever action is used, so the statements concern kernels at fixed end points and the transfer energy E(τ) = −(1/τ) ln λ, where λ is the largest eigenvalue of a one-slice kernel; the M-fold product of that kernel grows as λ^M. Rescaling r → r/Z turns H into Z² times its Z = 1 form, so E(Z,τ) = Z²E(1,Z²τ). All numbers are for Z = 1 and come from the numerical check. The abbreviation a = Zτ is used throughout.

**The counter-example: hydrogen with two slices**

The symmetric primitive kernel is

 K_P(r,r′;τ) = e^(a/2r) ρ0(r,r′;τ) e^(a/2r′).

It is finite for r, r′ ≠ 0. Two slices require the integral over one intermediate bead r1, which collects two half factors:

 (K_P²)(r,r′) = e^(a/2r) e^(a/2r′) ∫d³r1 ρ0(r,r1) e^(a/r1) ρ0(r1,r′).

The integrand is positive, so restricting r1 to the shell ε < r1 < 1 can only lower the integral. If both end points lie within a radius R ≥ 1, each link has length at most 2R and is at least c = (2πτ)^(−3/2)e^(−2R²/τ). The outer factors are at least 1. Hence

 K_P² ≥ 4π c² I(ε),  I(ε) = ∫_ε^1 r² e^(a/r) dr.  (1)

All terms of the exponential series are positive, so e^(a/r) ≥ a³/(6r³) and I(ε) ≥ (a³/6) ln(1/ε), which grows without bound as ε → 0. For M slices, confine the other M − 2 beads to the unit ball, where their potential factors are at least 1 and their links at least c; the product is at least c^M (4π/3)^(M−2) 4π I(ε) and diverges too. In d dimensions the d-th term of the series does the same work.

The logarithm is only a lower bound. With t = 1/r, r²dr becomes t^(−4)dt on 1 < t < 1/ε, and repeated use of ∫t^(−n)e^(at)dt = t^(−n)e^(at)/a + (n/a)∫t^(−n−1)e^(at)dt gives, from the upper limit, the asymptotic series

 I(ε) ≈ (ε⁴/a) e^(a/ε) (1 + 4δ + 20δ² + 120δ³ + …),  δ = ε/a ≪ 1.  (2)

The derivative of r²e^(a/r) is (2r − a)e^(a/r), so the integrand falls as r decreases until r = a/2 and rises only below that. The integral I(ε) therefore shows its runaway growth only when ε is well under a/2; the energy computed below with a cutoff drifts downward earlier, but slowly (at τ = 0.1 it is −0.5097 hartree at ε = a/2). Take τ = 0.1 hartree⁻¹, the slice that corresponds to a temperature 1/(kτ) = 3.16×10⁶ K; the minimum is at 0.05 bohr. Quadrature gives I = 0.3885, 0.3931, 4.254 and 9.035×10¹¹ bohr³ for ε = 0.05, 0.01, 0.005 and 0.002 bohr. At the last value δ = 0.02, ε⁴/a = 1.6×10⁻¹⁰, e^50 = 5.185×10²¹ and the bracket is 1 + 0.08 + 0.008 + 0.00096 = 1.08896, so (2) gives 9.0335×10¹¹, lower than the quadrature value 9.0348×10¹¹ by 1.5 parts in 10⁴.

**The same example with a cutoff**

Replace V by V_ε = −Z/max(r,ε). The kernel is now bounded and λ can be computed. It suffices to treat s waves. If f maximizes ⟨f|K|f⟩ for a positive kernel, so does |f|; the angular average of |f| is not zero and, since K commutes with rotations, it is an eigenfunction with the same λ. For f = χ(r)/r the angular integral ∫dμ e^(rr′μ/τ) = (τ/rr′)(e^(rr′/τ) − e^(−rr′/τ)), μ being the cosine of the angle between r and r′, turns ρ0 into the radial kernel

 g0(r,r′) = (2πτ)^(−1/2) [e^(−(r−r′)²/2τ) − e^(−(r+r′)²/2τ)]

acting on χ. The program diagonalizes e^(−τV_ε/2) g0 e^(−τV_ε/2) on Gauss–Legendre nodes out to 14 bohr.

A rigorous bound follows from a trial function f that is constant in the ball r < ε, of volume Ω = 4πε³/3, and zero outside. There f² = 1/Ω, the two potential factors give e^(a/ε), and |r − r′| ≤ 2ε, so λ ≥ ⟨f|K|f⟩ ≥ Ω(2πτ)^(−3/2)e^(a/ε − 2ε²/τ). With D = 3(2πτ)^(3/2)/4π,

 E ≤ −Z/ε − (1/τ) ln(ε³/D) + 2ε²/τ².  (3)

The first term outgrows the logarithm, so E → −∞ as ε → 0 at fixed τ. The descent is monotonic, because lowering ε raises the kernel pointwise. For τ = 0.1, D = 0.11890 bohr³. At ε = 0.002 bohr, ε³/D = 6.728×10⁻⁸, the logarithmic term is +165.143, and the bound is −500 + 165.143 + 0.001 = −334.856 hartree.

Let ε ≪ √τ and δ ≪ 1, and let also ε³e^(a/ε) ≫ D, so that the core outweighs the surrounding region, of volume about τ^(3/2), in which the potential factors are near 1. The weight then sits where ρ0 is nearly the constant (2πτ)^(−3/2). The kernel is then of rank one, (2πτ)^(−3/2)w(r)w(r′) with w = e^(−τV_ε/2), and its eigenvalue is (2πτ)^(−3/2)∫w²d³r. The core contributes Ωe^(a/ε), the outside 4πI(ε), and ε⁴/a = ε³δ, so

 λ ≈ 4π(2πτ)^(−3/2) ε³ e^(a/ε) (1/3 + δ + 4δ² + 20δ³).  (4)

At δ = 0.02 the bracket is 0.35509, which is 1.0653 times 1/3 and lowers the energy by a further ln(1.0653)/0.1 = 0.632 hartree. Formula (4) gives −335.4889 hartree and the diagonalization −335.4893.

The spurious state competes with the physical one, whose λ is near 1, when the core term of (4) reaches 1, that is when ε³e^(a/ε) = D. Taking the cube root and setting y = a/3ε gives (a/3y)e^y = D^(1/3), or (−y)e^(−y) = −a/(3D^(1/3)). Since y e^(−y) has its maximum 1/e at y = 1, a root exists only for a/(3D^(1/3)) ≤ 1/e, that is Z√τ ≤ (3/e)(3/4π)^(1/3)√(2π) = 1.716, and the estimate is meant for Z√τ ≪ 1, where the physical λ is indeed near 1. The root at small ε then has y > 1 and lies on the lower branch of the Lambert function:

 ε_c = a/3y,  y = −W₋₁(−a/(3D^(1/3))).  (5)

The argument is proportional to Z√τ, so as Z√τ → 0, y grows only as ln(1/Z√τ) and ε_c is of order Zτ/ln(1/Z√τ): shortening the slice shrinks the trap but never removes it. Here y = 4.1031 and ε_c = 0.1/(3 × 4.1031) = 0.008124 bohr. At this τ it is a scale and not a sharp threshold. The computed energies in hartree are

 ε = 0.2: −0.4836;  0.1: −0.5003;  0.05: −0.5097;  0.02: −0.5279;
 ε = 0.01: −1.081;  0.008: −7.843;  0.005: −64.10;

with −0.5419 at 2ε_c and −26.88 at 0.8ε_c. At this τ there is no plateau at −1/2. The near agreement at ε = 0.1 has no significance: a continuous monotonic function that starts above −1/2 and falls to −∞ must cross that value somewhere.

In the opposite order the limits give the right answer. The exact energy E0(ε) of the cut potential is bracketed by two variational statements. Since V_ε ≥ V, E0(ε) ≥ −1/2. With the hydrogen ground state φ0² = e^(−2r)/π as trial function and e^(−2r) ≤ 1,

 E0(ε) + 1/2 ≤ 4∫_0^ε r²(1/r − 1/ε)dr = 4(ε²/2 − ε²/3) = (2/3)ε².

The program finds E0(ε) by matching the logarithmic derivative of sin(qr), q² = 2(E + 1/ε), to the decaying exterior solution z e^(−z/2)U(1 − ν,2,z) constructed below in (10). Here E > −1/2 makes ν slightly larger than 1, where the integral (10) diverges at t = 0; one integration by parts gives U = F/Γ(1 − ν) = −Γ(2 − ν)^(−1)∫_0^∞ t^(1−ν)(d/dt)[e^(−zt)(1 + t)^ν]dt, which converges for ν < 2 and, being analytic in ν, still solves Kummer's equation and gives a decaying χ. At ε = 0.02 the shift is 2.580×10⁻⁴ hartree, 3 % under the bound 2.667×10⁻⁴. At ε = 0.2, E0(ε) = −0.481351 hartree, and the primitive energy differs from it by −3.93×10⁻⁴, −1.02×10⁻⁴, −2.63×10⁻⁵ and −6.70×10⁻⁶ hartree at τ = 0.04, 0.02, 0.01 and 0.005. The ratios of successive errors, 3.85, 3.89 and 3.92, are compatible with a τ² law; convergence itself is proved below in (9). Thus τ → 0 followed by ε → 0 gives −1/2, and ε → 0 at any fixed τ gives −∞.

**The general statement**

(i) The exact kernel is ρ0⟨e^A⟩, an average over Brownian bridges of A = Z∫dt/|x(t)|, and 1 ≤ ⟨e^A⟩ ≤ B(x).
(ii) The pair action satisfies −ln B ≤ u ≤ 0 and is exact for every M.
(iii) The cumulant action u1 = −⟨A⟩ satisfies −Z√(2πτ) ≤ u1 ≤ 0 and u ≤ u1, and 0 ≤ E1 − E0 ≤ O(τ).
(iv) To leading orders, by matched asymptotics, E1 − E0 = Cτ^(3/2) + (1/6)τ² ln τ + O(τ²) for Z = 1, with C = 0.2590.

**Proof of (i)**

Two inequalities come from completing a square. With r̂ the radial unit vector, ∇·r̂ = 2/r and ∇·(r̂/r) = 1/r². Expanding 0 ≤ ∫|∇f + Z r̂ f|² for real f and integrating the cross term Z r̂·∇(f²) by parts gives ‖∇f‖² + Z²‖f‖² − 2Z∫f²/r ≥ 0, that is ⟨H⟩ ≥ −Z²/2, with equality for f ∝ e^(−Zr); so ‖e^(−tH)‖ = e^(tZ²/2). Expanding 0 ≤ ∫|∇f + r̂ f/2r|² gives ‖∇f‖² + (1/4 − 1/2)∫f²/r² ≥ 0, Hardy's inequality ‖f/r‖ ≤ 2‖∇f‖. The maximum of k e^(−tk²/2) is (et)^(−1/2), so ‖V e^(−tT)‖ ≤ 2Z(et)^(−1/2), and the adjoint e^(−tT)V has the same norm.

The t-derivative of e^(−tT)e^(−(τ−t)H) is e^(−tT)V e^(−(τ−t)H). Integrating from 0 to τ,

 e^(−τH) = e^(−τT) + ∫_0^τ dt e^(−tT)(−V)e^(−(τ−t)H).

Iteration produces the Dyson terms

 ρ_n = ∫_(0<t1<…<tn<τ) dt ∫d³x1…d³xn ρ0(r,x1;t1)(Z/|x1|)ρ0(x1,x2;t2−t1)…(Z/|xn|)ρ0(xn,r′;τ−tn),

all positive. Ordered time integrals of powers are convolutions. The Laplace transform of t^(p−1) is Γ(p)s^(−p), so m intervals each weighted by Δ^(−1/2) and summing to τ give the transform π^(m/2)s^(−m/2) and the value π^(m/2)τ^(m/2−1)/Γ(m/2). The remainder after n iterations has n such intervals and one of weight at most e^(τZ²/2); its norm is at most e^(τZ²/2)(4πZ²τ/e)^(n/2)/Γ(n/2 + 1), which tends to zero. So ρ = Σρ_n.

Divide ρ_n by ρ0(r,r′;τ) and define, with x0 = r and t0 = 0,

 p(x_k|x_(k−1)) = ρ0(x_(k−1),x_k;t_k − t_(k−1)) ρ0(x_k,r′;τ − t_k) / ρ0(x_(k−1),r′;τ − t_(k−1)).

In the product over k each inserted factor cancels against the next denominator, leaving exactly the links of ρ_n/ρ0. Each p is normalized, by the composition law of ρ0. Its exponent, −|x_k − x_(k−1)|²/2Δ − |x_k − r′|²/2Θ with Δ = t_k − t_(k−1) and Θ = τ − t_k, is that of a Gaussian with variance per component and mean

 σ_k² = ΔΘ/(Δ + Θ),  mean = (Θ x_(k−1) + Δ r′)/(Δ + Θ).  (6)

These are the distributions of the Brownian bridge x(t) from r to r′. The ordered time integral is 1/n! times the unordered one, so ρ_n/ρ0 = ⟨Aⁿ⟩/n! and ρ/ρ0 = ⟨e^A⟩ ≥ 1.

The average of 1/|x| over a Gaussian with mean of length m follows from 1/|x| = (2/√π)∫_0^∞ e^(−p²x²)dp. Completing the square in each component gives ⟨e^(−p²x²)⟩ = (1 + 2p²σ²)^(−3/2) exp(−p²m²/(1 + 2p²σ²)). The variable v = p(1 + 2p²σ²)^(−1/2) has dv = (1 + 2p²σ²)^(−3/2)dp and runs from 0 to 1/(σ√2), so

 ⟨1/|x|⟩ = (2/√π)∫_0^(1/σ√2) e^(−v²m²)dv = erf(m/σ√2)/m ≤ √(2/π)/σ,  (7)

the bound being the value at m = 0. Integrate over x_n first and use (7), which does not depend on x_(n−1); then integrate over x_(n−1), and so on. The product of the 1/σ_k contains Π[(τ − t_(k−1))/(τ − t_k)]^(1/2), which telescopes to [τ/(τ − t_n)]^(1/2). What remains is √τ times n + 1 intervals with weight Δ^(−1/2):

 ⟨Aⁿ⟩/n! ≤ Zⁿ(2/π)^(n/2) √τ π^((n+1)/2) τ^((n−1)/2)/Γ((n+1)/2) = √π ξⁿ/Γ((n+1)/2),  ξ = √2 x.  (8)

The term n = 0 is 1. The odd terms n = 2m + 1 sum to √π ξ Σξ^(2m)/m! = √π ξ e^(ξ²). For the even terms, F = e^(ξ²)erf ξ obeys F′ = 2ξF + 2/√π, so its coefficients f_m of ξ^(2m+1) obey f_0 = 2/√π and (m + 1/2)f_m = f_(m−1); 1/Γ(m + 3/2) has the same start and recursion. The even terms n = 2m + 2 therefore sum to √π ξF, and the total is B(x).

The comparison with (1) shows where the primitive rule errs. Its n-th order contains terms that put all n interactions at one bead, producing r^(−n), which is not integrable for n ≥ 3. In ρ_n the interactions occur at distinct times and each 1/|x| is smeared over the width σ_k. In scaling terms, a diffusing path leaves a ball of radius r after a time of order r², while the primitive rule charges it −Z/r for the whole slice.

The same representation proves convergence of the cut primitive kernel. Write x(t) = r + s d + b(s), with s = t/τ, d = r′ − r and b the centred bridge, of variance τs(1 − s) ≤ τ/4 per component by (6). V_ε changes by at most Z/ε² per unit length, and (|x − r| + |x − r′|)/2 ≤ |d|/2 + |b|. The exact exponent and the primitive exponent both lie between 0 and a/ε, so their exponentials differ by at most e^(a/ε) times the difference of exponents. Since ⟨|b|⟩ ≤ √(3τ)/2 and ∫ρ0|d| d³r′ ≤ √(3τ), the integral over r′ of |ρ_ε − K_P,ε| is at most S = √3 Z τ^(3/2) ε^(−2) e^(a/ε). For a symmetric kernel k, |f(r)f(r′)| ≤ (f(r)² + f(r′)²)/2 gives |⟨f|k|f⟩| ≤ S‖f‖². The largest eigenvalues thus differ by at most S, and

 |E − E0(ε)| ≤ O(S/τ) = O(√τ/ε²) → 0 at fixed ε.  (9)

This bound is much weaker than the observed rate, and its factors ε^(−2) and e^(a/ε) make it non-uniform in ε.

This part has shown that the primitive path integral is infinite for every τ > 0 and M ≥ 2, and has proved statement (i), that the exact kernel is ρ0⟨e^A⟩ with 1 ≤ ⟨e^A⟩ ≤ B(x). What remains is to prove (ii) and (iii) for the pair and cumulant actions, to derive the time-step error (iv), and to say where the statements stop.
